# Hund's case (a) to case (b) by a 3j symbol: triplet Π

For a $^3\Pi$ state with $J=3$, the operator $\mathbf N^2$ has the case (a) matrix

$$
\begin{pmatrix}14&-4.899&0\\-4.899&14&-4.472\\0&-4.472&10\end{pmatrix}
$$

in units of $\hbar^2$. Its off-diagonal entries are irrational, yet its eigenvalues are 6, 12 and 20, the values of $N(N+1)$ for $N=2,3,4$. The eigenvectors are 3j symbols times a square root and a sign. This appendix derives them for general spin, then solves the triplet Π problem independently and compares. From here on $\hbar=1$.

## 1. Result and conventions

Consider a linear molecule in one electronic state with signed orbital projection $\Lambda$ and spin $S$. Let $\mathbf N=\mathbf J-\mathbf S$ be the total angular momentum without spin: nuclear rotation plus electronic orbital motion. Nuclear rotation has no component along the axis, so $N_z=\Lambda$. With $\Sigma$ the axis projection of the spin and $\Omega=\Lambda+\Sigma$, the result is

$$
|\Lambda;NSJM\rangle=\sum_\Sigma C_{\Sigma N}\,|\Lambda;S\Sigma;J\Omega M\rangle ,
$$

$$
C_{\Sigma N}=(-1)^{N-S+\Omega}\sqrt{2N+1}\begin{pmatrix}J&S&N\\ \Omega&-\Sigma&-\Lambda\end{pmatrix}. \tag{1}
$$

The allowed labels are $|\Omega|\le J$ and $\max(|J-S|,|\Lambda|)\le N\le J+S$, in integer steps.

The Euler angles $\omega=(\alpha,\beta,\gamma)$ carry the laboratory frame into the molecular frame. The rotation operator is $R(\omega)=e^{-i\alpha j_z}e^{-i\beta j_y}e^{-i\gamma j_z}$, and $D^j_{m'm}(\omega)=\langle jm'|R(\omega)|jm\rangle$. Phases follow Condon and Shortley, and the coupling order is $(N,S)\to J$.

**Case (a).** The spin is quantized on the molecular axis:

$$
|\Lambda;S\Sigma;J\Omega M\rangle=\sqrt{\tfrac{2J+1}{8\pi^2}}\;D^{J*}_{M\Omega}(\omega)\,|\Lambda\rangle\,|S\Sigma\rangle_{\rm b},
\qquad |S\Sigma\rangle_{\rm b}=\sum_{M_S}D^S_{M_S\Sigma}(\omega)|SM_S\rangle . \tag{2}
$$

**Case (b).** The spin is quantized in the laboratory and coupled to $\mathbf N$:

$$
|\Lambda;NSJM\rangle=\sqrt{\tfrac{2N+1}{8\pi^2}}\;|\Lambda\rangle\sum_{M_NM_S}\langle NM_NSM_S|JM\rangle\,D^{N*}_{M_N\Lambda}(\omega)\,|SM_S\rangle . \tag{3}
$$

The square roots normalize the functions over $\sin\beta\,d\alpha\,d\beta\,d\gamma$. A linear molecule needs two angles to fix its axis, so $\gamma$ is redundant. In (3) the rotational function carries $e^{i\Lambda\gamma}$, while the electronic function, written in molecular-frame coordinates, carries $e^{-i\Lambda\gamma}$. In (2) the factors are $e^{i\Omega\gamma}$, $e^{-i\Lambda\gamma}$ and $e^{-i\Sigma\gamma}$. Both products are independent of $\gamma$.

## 2. Derivation of the coefficients

Since $D^S$ is unitary, the spin relation in (2) inverts to

$$
|SM_S\rangle=\sum_\Sigma D^{S*}_{M_S\Sigma}(\omega)\,|S\Sigma\rangle_{\rm b}. \tag{4}
$$

Putting this into (3) produces products $D^{N*}D^{S*}$. To combine them, rotate the product state $|N\Lambda\rangle|S\Sigma\rangle$ in two ways. Rotating each factor gives

$$
\sum_{M_NM_S}D^N_{M_N\Lambda}D^S_{M_S\Sigma}|NM_N\rangle|SM_S\rangle .
$$

Coupling first and then rotating gives

$$
\sum_{J'M'}\langle N\Lambda S\Sigma|J'\Omega\rangle D^{J'}_{M'\Omega}|J'M'\rangle .
$$

Projecting both on $\langle JM|$, and taking the complex conjugate with real coupling coefficients, we find

$$
\sum_{M_NM_S}\langle NM_NSM_S|JM\rangle D^{N*}_{M_N\Lambda}D^{S*}_{M_S\Sigma}
=\langle N\Lambda S\Sigma|J\Omega\rangle D^{J*}_{M\Omega}. \tag{5}
$$

Equation (3) therefore becomes

$$
|\Lambda;NSJM\rangle=\sqrt{\tfrac{2N+1}{8\pi^2}}\sum_\Sigma\langle N\Lambda S\Sigma|J\Omega\rangle D^{J*}_{M\Omega}|\Lambda\rangle|S\Sigma\rangle_{\rm b}.
$$

The case (a) function contains $\sqrt{(2J+1)/8\pi^2}$, so the ratio of the norms remains:

$$
C_{\Sigma N}=\sqrt{\frac{2N+1}{2J+1}}\;\langle N\Lambda S\Sigma|J\Omega\rangle . \tag{6}
$$

The laboratory projection $M$ has dropped out. The definition of the 3j symbol gives

$$
\langle N\Lambda S\Sigma|J\Omega\rangle=(-1)^{N-S+\Omega}\sqrt{2J+1}\begin{pmatrix}N&S&J\\ \Lambda&\Sigma&-\Omega\end{pmatrix}.
$$

Exchanging the outer columns costs a factor $(-1)^{N+S+J}$, and reversing all three projections costs the same factor. Because $N+S+J$ is an integer, the two cancel, and (6) becomes (1).

**Orthogonality.** The 3j sum rule at fixed third projection is

$$
\sum_{\Omega,\Sigma}(2N+1)\begin{pmatrix}J&S&N\\ \Omega&-\Sigma&-\Lambda\end{pmatrix}\begin{pmatrix}J&S&N'\\ \Omega&-\Sigma&-\Lambda\end{pmatrix}=\delta_{NN'} .
$$

The terms vanish unless $\Omega=\Lambda+\Sigma$, so this is a single sum over $\Sigma$. The signs in (1) multiply to $(-1)^{N-N'}$, which is 1 when $N=N'$. Hence $C^{\mathsf T}C=1$.

The matrix is also square. Consider the product space of angular momenta $J$ and $S$, restricted to total projection $\Lambda$. Product states with projections $\Omega$ and $-\Sigma$ count its dimension as the number of allowed $\Sigma$. Coupled states count it as the number of allowed $N$. The two numbers agree, so $CC^{\mathsf T}=1$ as well.

**Reversed Λ.** Reversing all projections in the coupling coefficient of (6) gives

$$
C_{-\Sigma,N}(-\Lambda)=(-1)^{N+S-J}\,C_{\Sigma N}(\Lambda).
$$

The weights are the same for both signs of $\Lambda$, but the column signs can differ. Code that forms parity combinations of $\pm\Lambda$ must keep this factor.

## 3. The operator N² in case (a)

We need the action of the molecular-frame components of $\mathbf J$. Write the rotational function as $F_\Omega(\omega)=D^{J*}_{M\Omega}(\omega)=\langle J\Omega|R^\dagger(\omega)|JM\rangle$. A rotation of the whole molecule by a small angle $\epsilon$ about laboratory axis $a$ changes the function to

$$
\langle J\Omega|\,(e^{i\epsilon j_a}R)^\dagger|JM\rangle=\langle J\Omega|R^\dagger e^{-i\epsilon j_a}|JM\rangle ,
$$

so the generator acts as $J_aF_\Omega=\langle J\Omega|R^\dagger j_a|JM\rangle$. The spin ket $|S\Sigma\rangle_{\rm b}$ turns with the molecule and keeps its label, so in case (a) $\mathbf J$ acts on $F_\Omega$ alone.

The component along molecular axis $k$ is $J_k=\sum_a e_{k,a}J_a$, with $\mathbf e_k$ the rotated unit vector. Since $\sum_a e_{k,a}j_a=Rj_kR^\dagger$,

$$
J_kF_\Omega=\langle J\Omega|R^\dagger Rj_kR^\dagger|JM\rangle=\langle J\Omega|j_kR^\dagger|JM\rangle .
$$

The matrix $j_k$ acts to the left, on the bra. With $J_\pm=J_x\pm iJ_y$ in the molecular frame,

$$
J_-F_\Omega=\sqrt{J(J+1)-\Omega(\Omega+1)}\;F_{\Omega+1}. \tag{7}
$$

Thus $J_-$ raises $\Omega$. This is the ladder form of the anomalous commutation relations. The spin components act on $|S\Sigma\rangle_{\rm b}=R|S\Sigma\rangle$ as $Rs_kR^\dagger R|S\Sigma\rangle=Rs_k|S\Sigma\rangle$, so $S_+$ raises $\Sigma$ in the usual way.

The molecular-frame spin components are unchanged by a rotation of the entire molecule, spin included, and so commute with $\mathbf J$. Therefore

$$
\mathbf N^2=\mathbf J^2+\mathbf S^2-2\mathbf J\cdot\mathbf S
=\mathbf J^2+\mathbf S^2-2J_zS_z-J_-S_+-J_+S_- .
$$

The matrix elements are

$$
\langle\Sigma|\mathbf N^2|\Sigma\rangle=J(J+1)+S(S+1)-2\Omega\Sigma ,
$$

$$
\langle\Sigma+1|\mathbf N^2|\Sigma\rangle=-\sqrt{J(J+1)-\Omega(\Omega+1)}\,\sqrt{S(S+1)-\Sigma(\Sigma+1)} . \tag{8}
$$

The coupling term $J_-S_+$ raises $\Sigma$ and $\Omega$ together and leaves $\Lambda$ fixed.

The same argument shows why $C$ must diagonalize this matrix. At fixed laboratory spin, $\mathbf N$ rotates all orbital coordinates, and it acts on $D^{N*}_{M_N\Lambda}$ as $\mathbf j$ acts on $|NM_N\rangle$. Each term of (3) is then an eigenfunction of $\mathbf N^2$ with eigenvalue $N(N+1)$, so

$$
C^{\mathsf T}\mathbf N^2C=\mathrm{diag}\,N(N+1).
$$

## 4. Direct solution for triplet Π

Take $\Lambda=1$, $S=1$ and $J\ge2$, and let $x=J(J+1)$. The values $\Sigma=-1,0,1$ give $\Omega=0,1,2$. From (8), in this order,

$$
\mathbf N^2=\begin{pmatrix}x+2&-\sqrt{2x}&0\\-\sqrt{2x}&x+2&-\sqrt{2(x-2)}\\0&-\sqrt{2(x-2)}&x-2\end{pmatrix}. \tag{9}
$$

For $J=3$, $x=12$: the diagonal is 14, 14, 10 and the couplings are $-\sqrt{24}$ and $-\sqrt{20}$, as in the opening matrix.

**Eigenvalues.** Write the eigenvalue as $x+y$. The determinant condition is

$$
(2-y)\left[(2-y)(-2-y)-2(x-2)\right]-2x(-2-y)=0 .
$$

Since $(2-y)(-2-y)=y^2-4$, the bracket is $y^2-2x$. Expanding,

$$
2y^2-4x-y^3+2xy+4x+2xy=-y\,(y^2-2y-4x)=0 .
$$

The roots are $y=0$ and $y=1\pm\sqrt{1+4x}$. Because $1+4J(J+1)=(2J+1)^2$, the square root is an integer, and $y=-2J,\,0,\,2J+2$. The eigenvalues are

$$
x-2J=J(J-1),\qquad x=J(J+1),\qquad x+2J+2=(J+1)(J+2),
$$

which are $N(N+1)$ for $N=J-1,J,J+1$.

**Eigenvectors.** Let $(a,b,c)$ be the amplitudes on $\Omega=0,1,2$. The first and third rows give

$$
(2-y)\,a=\sqrt{2x}\;b,\qquad (2+y)\,c=-\sqrt{2(x-2)}\;b . \tag{10}
$$

For $J\ge2$ neither $2-y$ nor $2+y$ vanishes at a root. The two rows are then independent, and the second row follows from the zero determinant. We use $x-2=(J-1)(J+2)$.

For $N=J-1$, $y=-2J$:

$$
a=\sqrt{\tfrac{J}{2(J+1)}}\,b,\quad c=\sqrt{\tfrac{J+2}{2(J-1)}}\,b,\quad
1=b^2\left[1+\tfrac{J}{2(J+1)}+\tfrac{J+2}{2(J-1)}\right]=b^2\,\tfrac{J(2J+1)}{J^2-1}.
$$

For $N=J$, $y=0$:

$$
a=\sqrt{\tfrac x2}\,b,\quad c=-\sqrt{\tfrac{x-2}{2}}\,b,\quad 1=b^2\left[1+\tfrac x2+\tfrac{x-2}2\right]=b^2x .
$$

For $N=J+1$, $y=2J+2$:

$$
a=-\sqrt{\tfrac{J+1}{2J}}\,b,\quad c=-\sqrt{\tfrac{J-1}{2(J+2)}}\,b,\quad
1=b^2\left[1+\tfrac{J+1}{2J}+\tfrac{J-1}{2(J+2)}\right]=b^2\,\tfrac{(J+1)(2J+1)}{J(J+2)} .
$$

**Overall signs.** The eigenvalue equation leaves one sign per column free; (6) fixes it through $c\propto\langle N1;11|J2\rangle$. Lowering a coupled state from $M$ to $M-1$ feeds its $M_S=+1$ component from the previous $M_S=+1$ component alone, with a positive factor. The sign of $c$ is therefore that of the $M_S=+1$ component of the top state $M=J$. The phase convention makes the component with $M_N=N$ positive in that state. Since the raising operator annihilates the top state, successive components, with $M_S$ increasing by one, alternate in sign. The component with $M_N=N$ has $M_S=1,0,-1$ for $N=J-1,J,J+1$, so $c$ is positive, negative and positive. Equation (10) then makes $b$ positive, positive and negative. The columns $(a,b,c)$ are

$$
N=J-1:\quad \sqrt{\tfrac{J-1}{2(2J+1)}},\;\; \sqrt{\tfrac{J^2-1}{J(2J+1)}},\;\; \sqrt{\tfrac{(J+1)(J+2)}{2J(2J+1)}}
$$

$$
N=J:\quad \tfrac1{\sqrt2},\;\; \tfrac1{\sqrt x},\;\; -\sqrt{\tfrac{x-2}{2x}} \tag{11}
$$

$$
N=J+1:\quad \sqrt{\tfrac{J+2}{2(2J+1)}},\;\; -\sqrt{\tfrac{J(J+2)}{(J+1)(2J+1)}},\;\; \sqrt{\tfrac{J(J-1)}{2(J+1)(2J+1)}}
$$

**Numbers for J = 3.** The $N=3$ column is $(0.7071,\,0.2887,\,-0.6455)$. Applying the opening matrix row by row:

- $14(0.7071)-4.899(0.2887)=8.485=12(0.7071)$
- $-4.899(0.7071)+14(0.2887)+4.472(0.6455)=3.464=12(0.2887)$
- $-4.472(0.2887)-10(0.6455)=-7.746=12(-0.6455)$

The eigenvalue is 12. The weights on $\Omega=0,1,2$ are 0.500, 0.083 and 0.417, so this case (b) level is spread over all three case (a) components.

**Low J.** For $J=1$ the component $\Omega=2$ does not exist, and its coupling $\sqrt{2(x-2)}$ vanishes. The remaining block has diagonal 4, 4 and coupling $-2$, hence eigenvalues 2 and 6, for $N=1,2$. For $J=0$ only $\Omega=0$ remains, with $\mathbf N^2=2$ and $N=1$. Code must take its loop limits from Section 1 and not assume three levels.

**High J.** To leading order in $J$, (9) becomes $x-2JS_x$, where $S_x$ is the spin-1 matrix with off-diagonal entries $1/\sqrt2$. Its eigenvectors are $(1,\pm\sqrt2,1)/2$ and $(1,0,-1)/\sqrt2$. The weights therefore tend to $\tfrac14,\tfrac12,\tfrac14$ for $N=J\mp1$ and to $\tfrac12,0,\tfrac12$ for $N=J$. Physically, $\mathbf J$ is then nearly perpendicular to the molecular axis, and a spin with definite projection along $\mathbf J$ has no definite projection on the axis. At $J=100$ the $N=99$ weights are 0.2463, 0.4975 and 0.2563.

## 5. What the phase factor does

Suppose the sign in (1) is omitted. The factor $(-1)^{N-S}$ changes whole columns and is harmless here. The alternation with $\Omega$ changes relative signs within a column, which amounts to reversing the couplings in (9). If $D$ is the diagonal part of $\mathbf N^2$, the matrix with reversed couplings is $2D-\mathbf N^2$. Transformed with the correct $C$, its off-diagonal elements are those of $2C^{\mathsf T}DC$.

For triplet Π, $D$ equals $x+2$ times the unit matrix, less 4 on $\Omega=2$. The off-diagonal elements thus have magnitude $8|c_Nc_{N'}|$. For $J=3$ the largest is $8(0.6901)(0.6455)=3.56$, between $N=2$ and $N=3$. The symbols times $\sqrt{2N+1}$, without the sign, still form an orthogonal matrix, so an orthogonality check alone cannot detect the omission.

Coupling in the order $(S,N)\to J$ instead multiplies column $N$ by $(-1)^{N+S-J}$. Then $\mathbf N^2$ stays diagonal, but off-diagonal elements of other operators in case (b) may change sign.

## 6. Use with spin–orbit coupling

Neither basis need diagonalize the molecular Hamiltonian. A minimal model for one $\Lambda$, with rotational constant $B$ and spin–orbit constant $A$, is

$$
H/B=\mathbf N^2+(A/B)\,\Lambda\Sigma . \tag{12}
$$

It omits constants, mixing with other electronic states, Λ-doubling, spin–spin and spin–rotation terms, and centrifugal distortion. If $\mathsf H_a$ is its case (a) matrix and $v_a$ an eigenvector, the case (b) quantities are $C^{\mathsf T}\mathsf H_aC$ and $C^{\mathsf T}v_a$.

For $\Lambda=1$ and $A/B=20$, the lowest level has these properties:

| $J$ | energy$/B$ | weight of $\Omega=0$ | weight of $N=J-1$ |
|---:|---:|---:|---:|
| 2 | −12.589 | 0.9717 | 0.1710 |
| 10 | 82.936 | 0.7076 | 0.6995 |
| 30 | 867.341 | 0.4205 | 0.9477 |
| 100 | 9899.197 | 0.2983 | 0.9950 |

At $J=2$ the $\Omega=0$ diagonal element is $8-20=-12$. Its coupling $-\sqrt{12}$ to $\Omega=1$, which lies 20 higher, lowers it by $12/20=0.6$ in second order. The estimate $-12.6$ is close to the computed energy, and the level is nearly pure case (a).

At large $J$ and $A/B\gg2$, (12) becomes $x-2JS_x+(A/B)S_z$: a spin in a field with two perpendicular parts. The second condition is needed because the diagonal of (9) also contains $2-2S_z-2S_z^2$, which is dropped here; its $S_z$ part alone would change $A/B$ to $A/B-2$. The lowest state of the reduced form is fully polarized along the direction $(2J,0,-A/B)$. Two fully polarized spin-1 states whose directions differ by an angle $\chi$ overlap with probability $\cos^4(\chi/2)$, since each is a product of two equal spin-½ states. With $h=\sqrt{4J^2+(A/B)^2}$, the leading-order weights are

$$
w_{N=J-1}=\tfrac14\left(1+\frac{2J}{h}\right)^2,\qquad
w_{\Omega=0}=\tfrac14\left(1+\frac{A/B}{h}\right)^2 \qquad (A>0).
$$

They are equal at $2J=A/B$, here $J=10$, where the computed weights are 0.7076 and 0.6995. In this model, case (a) is the better description for $2BJ\ll A$ and case (b) for $2BJ\gg A$. The weight of $\Omega=0$ tends to $\tfrac14$ and not to zero, because the case (b) level itself contains that component.

The numerical check compares (2) and (3) as explicit spinors, and (8) with the differential operator for $\mathbf N^2$. It also tests orthogonality and diagonalization for several values of $S$, $\Lambda$ and $J$.

## Computed values

```
Triplet Pi: Lam = 1, S = 1, J = 3; N^2 in units of hbar^2
N^2 in case (a), order Om = 0,1,2:
    14.000000   -4.898979    0.000000
    -4.898979   14.000000   -4.472136
     0.000000   -4.472136   10.000000
C, rows Om = 0,1,2, columns N = 2,3,4 (no unit):
     0.377964    0.707107    0.597614
     0.617213    0.288675   -0.731925
     0.690066   -0.645497    0.327327
Weights C^2 (no unit):
     0.142857    0.500000    0.357143
     0.380952    0.083333    0.535714
     0.476190    0.416667    0.107143
C^T N^2 C:
     6.000000    0.000000    0.000000
     0.000000   12.000000    0.000000
     0.000000    0.000000   20.000000
Largest off-diagonal without phase factor: 3.5635 hbar^2
J = 0: N = [1] N^2 eigenvalues (hbar^2) = [2.0]
J = 1: N = [1, 2] N^2 eigenvalues (hbar^2) = [2.0, 6.0]
Weights at J = 100, columns N = 99,100,101 (no unit):
       0.2463      0.5000      0.2537
       0.4975      0.0001      0.5024
       0.2563      0.4999      0.2438
Model H/B = N^2 + (A/B) Lam Sig, A/B = 20; lowest level:
    J   energy/B   weight Om=0   weight N=J-1
    2   -12.5891        0.9717         0.1710
   10    82.9357        0.7076         0.6995
   30   867.3408        0.4205         0.9477
  100  9899.1967        0.2983         0.9950
Largest basis-change error on spinors: 3.6e-16 (no unit)
Largest N^2 operator error on spinors: 2.8e-10 hbar^2
General (S, Lam, J) cases: 70, largest error 1.4e-14
```
